# Slowest Decay Mode of a Wafer with Equal Surface Recombination

## Problem

A light flash creates excess electrons in a p-type wafer of thickness \(W\), which fills \(-W/2<x<W/2\). After the flash their density \(n(x,t)\) obeys

\[
\frac{\partial n}{\partial t}=D\frac{\partial^2 n}{\partial x^2}-\frac{n}{\tau_b},
\]

with constant diffusivity \(D\) and bulk lifetime \(\tau_b\). Each face removes carriers at the rate \(Sn\) per unit area, where \(S>0\) is the surface recombination velocity. The diffusive flux towards a face must supply this loss:

\[
-D\,\partial_x n=Sn\ \text{ at } x=\tfrac W2,\qquad
+D\,\partial_x n=Sn\ \text{ at } x=-\tfrac W2 .
\]

The model assumes low injection, no electric field, and a density uniform along the wafer plane.

(a) Estimate the surface lifetime \(\tau_s\) by scaling. (b) Find the slowest mode exactly. (c) How large can the error of the estimate be, in the lifetime and in a value of \(S\) deduced from it?

For numbers, take a silicon wafer at 300 K with \(W=300\) µm, acceptor density \(10^{16}\) cm⁻³, electron mobility 1100 cm²/Vs, \(\tau_b=100\) µs and \(S=5000\) cm/s.

## Estimate by scaling

Bulk recombination can be split off first. Put \(n=e^{-t/\tau_b}m\). The term \(-n/\tau_b\) cancels, so \(m\) obeys \(\partial_t m=D\,\partial_x^2m\) with the same surface conditions. If \(m\) decays as \(e^{-t/\tau_s}\), then

\[
\frac1{\tau_{\rm eff}}=\frac1{\tau_b}+\frac1{\tau_s}.
\]

Two limits give \(\tau_s\) at once.

- **Slow surfaces.** Diffusion keeps the density flat. A unit area of wafer holds \(mW\) carriers and loses \(2Sm\) per unit time, so \(\tau_s\approx W/(2S)\).
- **Fast surfaces.** The density vanishes at the faces. The slowest profile is \(\cos(\pi x/W)\), which decays at the rate \(D(\pi/W)^2\), so \(\tau_s\approx (W/\pi)^2/D\).

A carrier must first reach a face and then be captured there, which suggests adding the two times:

\[
\tau_{\rm app}=\frac{W}{2S}+\frac1D\left(\frac W\pi\right)^2 .
\]

The sum is a guess between two correct limits. For the example, the Einstein relation gives \(D=1100\times0.025852=28.44\) cm²/s, and

\[
\tau_{\rm app}=3.00+3.21=6.21\ \text{µs}.
\]

The two terms are nearly equal, so neither limit applies.

## Exact solution

Insert \(m=u(x)e^{-\lambda t}\) with \(\lambda=1/\tau_s\). Then \(-Du''=\lambda u\). Multiply by \(u\), integrate by parts, and use the surface conditions:

\[
D\int u'^2dx+S\left[u^2(\tfrac W2)+u^2(-\tfrac W2)\right]=\lambda\int u^2dx .
\]

The left side is positive: it could vanish only for a constant \(u\) that is zero at the faces. Hence \(\lambda>0\), and we may write \(\lambda=Da^2\). The wafer is symmetric, so the modes are \(\cos ax\) and \(\sin ax\). Define

\[
z=\frac{aW}2,\qquad h=\frac{SW}{2D}.
\]

For \(u=\cos ax\), the condition at \(x=W/2\) reads \(Da\sin z=S\cos z\). For \(u=\sin ax\), it reads \(-Da\cos z=S\sin z\). With \(a=2z/W\) these become

\[
\text{even: } z\tan z=h,\qquad \text{odd: } -z\cot z=h .
\]

In \(0<z<\pi/2\) the function \(z\tan z\) rises from zero to infinity, so there is one even root. The odd condition has none there, because its left side is negative. The slowest mode is therefore the even one with

\[
z\tan z=h,\quad 0<z<\frac\pi2,\qquad
\boxed{\tau_s=\frac{W^2}{4Dz^2}} .
\]

For the example, \(h=5000\times0.0300/(2\times28.437)=2.637\). The root is \(z=1.1573\), and

\[
\tau_s=\frac{(0.0300)^2}{4\times28.437\times(1.1573)^2}\ \text{s}=5.91\ \text{µs}.
\]

Diagonalizing the diffusion operator on 1000 cells gives the same 5.91 µs. With bulk recombination, \(\tau_{\rm eff}=5.58\) µs.

### When is this mode seen alone?

Let \(u,v\) be modes with rates \(\lambda_u\ne\lambda_v\). Subtracting their equations, each multiplied by the other function, gives

\[
(\lambda_u-\lambda_v)\int uv\,dx=D\,[uv'-vu']_{-W/2}^{W/2}=0,
\]

because both modes satisfy the same surface conditions. The modes are thus orthogonal, and a uniform initial density of 1 contains \(\cos ax\) with amplitude \(\langle\cos\rangle/\langle\cos^2\rangle\), where brackets denote averages over the thickness. Its share of the mean density is

\[
\frac{\langle\cos\rangle^2}{\langle\cos^2\rangle}
=\frac{(\sin z/z)^2}{(z+\sin z\cos z)/(2z)}
=\frac{2\sin^2z}{z(z+\sin z\cos z)}=0.950 .
\]

The remaining 5% lies in faster even modes. The next one has a surface lifetime of 0.56 µs. Relative to the slow mode it falls by a factor \(e\) in \(1/(1/0.561-1/5.91)\approx0.62\) µs. Illumination that is stronger on one side also excites the first odd mode, with lifetime 1.37 µs, whose relative decay time is about 1.8 µs. This mode changes the local density but not the mean over the thickness. A lifetime should be read only after these modes have faded. If the light is absorbed over a depth of 30 µm, the surface lifetime read from the density at the lit face is still 5% too short after five relative decay times of the odd mode, and 1% too short after seven.

## Comparison

### Error of the lifetime

In units of \(W^2/(4D)\), the exact lifetime is \(1/z^2\) and the estimate is \(1/h+4/\pi^2\). Since \(1/h=\cot z/z\), their ratio is

\[
R=\frac{\tau_{\rm app}}{\tau_s}=z\cot z+\frac{4z^2}{\pi^2}.
\]

To find its sign and shape, take the logarithmic derivative of the product \(\sin z=z\prod_{k\ge1}(1-z^2/k^2\pi^2)\) and multiply by \(z\):

\[
z\cot z=1-z^2f(z^2),\qquad
f(q)=\sum_{k=1}^\infty\frac{2}{k^2\pi^2-q}.
\]

Dividing by \(z^2\) gives \(1/z^2-1/h=f(z^2)\). Each term of \(f\) increases with \(q\). At \(q=0\), \(\sum1/k^2=\pi^2/6\) gives \(f=1/3\). At \(q=\pi^2/4\), \(\cot(\pi/2)=0\) gives \(f=4/\pi^2\). Restoring the unit \(W^2/(4D)\) yields strict bounds:

\[
\frac W{2S}+\frac{W^2}{12D}<\tau_s<\frac W{2S}+\frac{W^2}{\pi^2D}.
\]

The upper bound is the estimate itself, so within this model the estimate is too long for every finite \(S>0\). In the example the bounds are 5.64 and 6.21 µs.

The relative error is \(R-1=4q/\pi^2-qf(q)\) with \(q=z^2\). Each term of \(qf\) has the form \(2q/(c-q)\) with \(c=k^2\pi^2\), and its second derivative \(4c/(c-q)^3\) is positive. Hence \(R-1\) is strictly concave in \(q\). It vanishes at both ends, so it has one maximum, where

\[
\frac{dR}{dz}=\cot z-\frac z{\sin^2z}+\frac{8z}{\pi^2}=0 .
\]

The solution is \(z=1.148\), or \(h=2.55\), with \(R-1=5.06\%\). The example, at \(h=2.64\), has an error of 5.06% of the exact lifetime and so lies almost at the worst case.

### The two limits

For small \(h\), \(f\to1/3\) and

\[
\tau_s\approx\frac W{2S}+\frac{W^2}{12D}.
\]

The estimate has \(1/\pi^2\) in place of \(1/12\). Its absolute error tends to \(3.21-2.64=0.57\) µs for this wafer, which is small beside a long \(W/(2S)\).

For large \(h\), put \(z=\pi/2-\epsilon\). Then \(\tan z\approx1/\epsilon\), so \(\epsilon\approx\pi/(2h)\) and \(1/z^2\approx(4/\pi^2)(1+4\epsilon/\pi)=4/\pi^2+8/(\pi^2h)\). Therefore

\[
\tau_s\approx\frac{W^2}{\pi^2D}+\frac8{\pi^2}\,\frac W{2S}.
\]

The surface term is 19% smaller than in the estimate. This is the first-order effect of a cosine that reaches zero a distance \(D/S\) outside each face: replacing \(W\) by \(W+2D/S\) in \(W^2/(\pi^2D)\) gives the same term.

### Error of a deduced \(S\)

Solving the estimate for \(S\) gives

\[
S_{\rm app}=\frac{W/2}{\tau_s-W^2/(\pi^2D)},
\]

whereas the exact relation is \(S=Da\tan(aW/2)\) with \(a=1/\sqrt{D\tau_s}\). Insert \(\tau_s=W^2/(4Dz^2)\) and \(S=(2D/W)z\tan z\):

\[
\frac S{S_{\rm app}}=z\tan z\left(\frac1{z^2}-\frac4{\pi^2}\right)
=\frac{\tan z}{z}\left(1-\frac{4z^2}{\pi^2}\right).
\]

The logarithmic derivative of \(\cos z=\prod_{k\ge1}[1-4z^2/((2k-1)^2\pi^2)]\) gives a series for \(\tan z\). With \(v=4z^2/\pi^2\) it turns the ratio into

\[
\frac S{S_{\rm app}}=\frac8{\pi^2}\left[1+\sum_{k=2}^\infty\frac{1-v}{(2k-1)^2-v}\right].
\]

With \(M=(2k-1)^2\), each term has derivative \(-(M-1)/(M-v)^2<0\). The ratio falls steadily from 1 at \(v=0\) to \(8/\pi^2\) at \(v=1\). Thus \(S_{\rm app}\) is too large, by an amount that grows with \(h\) towards 23.4%.

In the example, \(S_{\rm app}=0.0150\ \text{cm}/(5.908-3.207\ \text{µs})\approx5550\) cm/s, an error of 11%. The lifetime error of 0.30 µs is 5% of \(\tau_s\) but 11% of the difference that remains after subtraction.

With \(W\) and \(D\) held fixed, other surfaces give:

| \(S\) (cm/s) | \(\tau_s\) (µs) | \(\tau_{\rm app}\) (µs) | error of \(\tau_{\rm app}\) | error of \(S_{\rm app}\) |
|---:|---:|---:|---:|---:|
| 10 | 1502.6 | 1503.2 | 0.04% | 0.04% |
| 1000 | 17.72 | 18.21 | 2.8% | 3.4% |
| 5000 | 5.91 | 6.21 | 5.1% | 11% |
| 100000 | 3.33 | 3.36 | 0.8% | 22% |

In the last row the lifetime is accurate to 1% while the deduced \(S\) is wrong by 22%. The exact relation removes this bias but not the sensitivity: a surface lifetime read 1% too long lowers the deduced \(S\) by 21%, and one read 1% too short raises it by 37%. In the first row the difficulty is different. There \(\tau_s\) is much longer than \(\tau_b=100\) µs, so a measurement on a single wafer gives \(S\) only if \(\tau_b\) is known well. Wafers of different thickness with the same \(S\) and \(\tau_b\) can separate the two, if the lifetimes are measured accurately: with 300 and 150 µm and \(S=10\) cm/s, an error of 1% in the lifetime of the thicker wafer shifts \(S\) by about 16%.

## The real wafer

The example uses rough values for moderately doped silicon with poorly passivated faces; good passivation lowers \(S\) to roughly 10 cm/s or less. Two assumptions that can fail are low injection and constant \(S\). At higher injection the electric field matters. The wafer stays neutral and carries no net current, so electrons and holes move with equal flux \(J\). Writing \(E\) for the field, \(\mu_n,\mu_p\) for the mobilities, \(D_p\) for the hole diffusivity and \(p\) for the hole density, and using \(p'=n'\), which holds in a neutral, uniformly doped wafer,

\[
J=-Dn'-\mu_n nE=-D_pn'+\mu_p pE .
\]

Divide the first form by \(\mu_n n\), the second by \(\mu_p p\), and add, so that \(E\) cancels. With the Einstein relation this gives \(J=-D_an'\), where

\[
D_a=\frac{n+p}{n/D_p+p/D}.
\]

For \(n=10^{15}\) cm⁻³ and a rough hole mobility of 430 cm²/Vs, \(D_a=25.2\) cm²/s. Held at that value, it lengthens \(\tau_s\) by 6.7%. In an actual decay the density is lower near the faces and falls with time. The instantaneous lifetime is then longer by about 6% when the mean density is \(10^{15}\) cm⁻³ and by about 5% when the central density is, comparable with the error of the estimate, and the shift fades as the density drops. A surface velocity 20% higher or lower changes \(\tau_s\) by −8% or +12%. Warming by 25 K adds 5% if the mobility falls roughly as \(T^{-2.2}\) and \(S\) stays fixed. Faces with \(1.2S\) and \(0.8S\) add 1.7%. Each change is made with the other parameters held fixed. If \(S\) varies strongly with density, the decay is not exponential while the density passes through the range where \(S\) changes, and a single \(\tau_s\) does not describe that part. Once \(S\) has settled at a constant low-density value, the late decay is exponential again, with the \(\tau_s\) that belongs to this value.

For these rough inputs the 5% lifetime error is therefore comparable with the uncertainty of the model. When \(S\) is to be deduced at \(h\gtrsim1\), the exact relation is worth using, since it removes a bias that grows towards 23%. The numerical output below gives further values.

## Computed results

```
Temperature T = 300 K, thickness W = 300 um
Acceptor density = 1.0e+16 cm^-3
Electron mobility = 1100 cm2/Vs (rough)
Hole mobility = 430 cm2/Vs (rough)
kT/e = 25.852 mV, D = 28.437 cm2/s
S = 5000 cm/s, bulk lifetime = 100 us
h = SW/(2D) = 2.6374, root z = 1.15729
Surface term W/(2S) = 3.0000 us
Diffusion term (W/pi)^2/D = 3.2067 us
Lower bound W/(2S)+W^2/(12D) = 5.6374 us
tau_s exact = 5.9076 us
tau_s approximate = 6.2067 us
Approximation error = +5.063 %
tau_s from matrix, 1000 cells = 5.907574 us
Shift from 500 to 1000 cells = -2.0e-04 %
tau_eff exact = 5.5780 us
tau_eff from time propagation = 5.5781 us
First odd mode: z = 2.4027, surface lifetime = 1.3705 us
Second even mode: z = 3.7540, surface lifetime = 0.5614 us
Slow-mode share of uniform start: formula 0.9501, propagation 0.9501
S recovered by approximate formula = 5554 cm/s
S recovered by exact formula = 5000 cm/s
Worst case: z = 1.14819, h = 2.5532, error = 5.065 %
S at worst case for this wafer = 4840 cm/s
Small-h coefficient = 0.33334 (1/3)
Large-h coefficient = 0.81057, 8/pi^2 = 0.81057
Largest overestimate of S = 23.37 %
Table: S (cm/s) | h | z | exact (us) | approx (us) | error (%) | S_app error (%) | S shift for tau +1% (%)
10 | 0.00527 | 0.07256 | 1502.6383 | 1503.2067 | 0.038 | 0.04 | -0.99
100 | 0.05275 | 0.22767 | 152.6465 | 153.2067 | 0.367 | 0.37 | -1.01
1000 | 0.52748 | 0.66823 | 17.7194 | 18.2067 | 2.750 | 3.36 | -1.17
5000 | 2.63739 | 1.15729 | 5.9076 | 6.2067 | 5.063 | 11.07 | -2.03
20000 | 10.54956 | 1.43555 | 3.8394 | 3.9567 | 3.056 | 18.54 | -5.54
100000 | 52.74781 | 1.54158 | 3.3294 | 3.3567 | 0.820 | 22.25 | -21.16
Neglected effects, change of tau_s:
Injection 1e+15 cm^-3: D = 25.17 cm2/s, +6.74 %
Warming by 25 K (mobility ~ T^-2.2): D = 25.83 cm2/s, +5.23 %
S higher by 20 %: -8.00 %
S lower by 20 %: +12.14 %
Faces at 1.2 S and 0.8 S: +1.671 %
Depletion 0.254 um per face at 0.5 V: -0.257 %
Edges of a 10 cm square, at most: -0.0033 %
Mean free path = 40 nm, ratio to W = 1.3e-04
Degeneracy correction to D/mobility = 1.3e-05
```
